\section*{Classifying ferroelectric domain pairs by double cosets and strain}

\section{Two pairs that look alike}

A cubic crystal of point group $m\bar 3m$ becomes ferroelectric with polarization $\mathbf P=(20,20,45)\ \mu\mathrm{C/cm^2}$. Two of its possible domain partners are $(-20,45,20)$ and $(20,45,-20)$, in the same unit. The first makes an angle of $60.3^\circ$ with $\mathbf P$ and differs from it in strain by $2.18\%$; the second makes $81.9^\circ$ and differs by $2.24\%$. The first pair can meet on a plane where the two lattices fit without stress. The second cannot: on every plane some line is mismatched by about $0.043\%$ or more. Neither the angle nor the size of the strain difference announces this. A classification of domain pairs should.

Let $G$ be the parent point group, a finite set of orthogonal matrices acting on column vectors, and let
\begin{equation}
H=\{g\in G: g\mathbf P=\mathbf P\}
\end{equation}
be the polar subgroup. The domain states are the vectors $g\mathbf P$. This assumes that polarization labels the states completely. If another order parameter, such as oxygen tilts, lowers the point symmetry further, cosets of the smaller point group count the orientation states, and several of these may share one polarization. Tilts that enlarge the unit cell also give antiphase states, related by a lost lattice translation, which point groups do not count.

Two elements $g,g'$ give the same state when $g^{-1}g'\in H$, that is, when they lie in the same left coset $gH$. There are therefore $n=|G|/|H|$ states. In the example $H$ contains the identity and the mirror $m$ that exchanges $x$ and $y$, so $n=48/2=24$, and there are $24\cdot 23/2=276$ pairs.

\section{First attempt: one kind per partner}

Any pair can be rotated so that its first member is $\mathbf P$. The naive scheme then lists the other 23 states as 23 kinds of pair. It counts too many, because $H$ leaves $\mathbf P$ alone while moving the partner: $m$ turns $(-20,45,20)$ into $(45,-20,20)$, which is the same pair seen in a mirror.

To remove this excess, call two ordered pairs equivalent if one element $k\in G$ carries both members across:
\begin{equation}
k\mathbf P=\mathbf P,\qquad kg\mathbf P=g'\mathbf P .
\end{equation}
The first condition says $k=h_1\in H$. The second says $g'^{-1}h_1g\in H$; calling this element $h_2^{-1}$ gives $g'=h_1gh_2$. Conversely, any $g'$ of this form satisfies both conditions with $k=h_1$. The classes of ordered pairs are thus the double cosets
\begin{equation}
HgH=\{h_1gh_2: h_1,h_2\in H\}.
\end{equation}

The partners belonging to one double coset are the images of $g\mathbf P$ under $H$. An element $h$ leaves $g\mathbf P$ in place when $g^{-1}hg\in H$, so the number of partners is
\begin{equation}
\frac{|H|}{|H\cap gHg^{-1}|}.
\end{equation}
In the example, four states have equal $x$ and $y$ components and are fixed by $m$; the other 20 are joined in twos. This gives $4+10=14$ double cosets, one of which is the trivial pair of $\mathbf P$ with itself.

\section{Second attempt: one kind per double coset}

Thirteen is still too many. A pair of domains has no first and second member, whereas a double coset belongs to an ordered pair. Applying $g^{-1}$ to $(g\mathbf P,\mathbf P)$ gives $(\mathbf P,g^{-1}\mathbf P)$, so reversing the order replaces $HgH$ by $Hg^{-1}H$. The kinds of unordered pair are the unions
\begin{equation}
HgH\cup Hg^{-1}H .
\end{equation}
If the two double cosets coincide, reversed and original pairs are equivalent, which means that some $q\in G$ exchanges the states: $q\mathbf P=g\mathbf P$ and $qg\mathbf P=\mathbf P$. I call such a pair exchangeable.

The pair that failed to fit is not exchangeable. Write $\mathbf P=(a,a,b)$ and $\mathbf P'=(a,b,-a)$ with $0<a<b$. The elements of $m\bar3m$ permute the axes and change signs. To send $\mathbf P$ to $\mathbf P'$, $q$ must carry the component $b$ from the third place to the second with a plus sign. To send $\mathbf P'$ back, it must carry $b$ from the second place to the third, again with a plus sign. The second component of $\mathbf P$, which is $+a$, then arrives in the third place as $+a$, where $-a$ is required. No such $q$ exists.

The number of kinds can be found without listing them. Let $f(g)$ be the number of states fixed by $g$. Then $g$ fixes $f(g)^2$ ordered pairs, and the orbit-counting theorem gives the number of double cosets,
\begin{equation}
N=\frac1{|G|}\sum_{g\in G}f(g)^2 .
\end{equation}
For the self-inverse ones, count the combinations of an element $g$ and a state $x$ with $g^2x=x$. Each means that $g$ exchanges $x$ with $y=gx$, where $y=x$ is allowed. For a given ordered pair $(x,y)$ in an exchangeable class $O$, the exchanging elements form a coset of the subgroup fixing both states, so there are $|G|/|O|$ of them. Summed over the $|O|$ pairs of the class this makes $|G|$; a non-exchangeable class contributes nothing. Hence
\begin{equation}
N_{\rm self}=\frac1{|G|}\sum_{g\in G}f(g^2).
\end{equation}
The remaining $N-N_{\rm self}$ double cosets merge in twos, and removal of the trivial pair leaves
\begin{equation}
N_{\rm kinds}=\frac{N+N_{\rm self}}2-1 .
\end{equation}

In the example the identity fixes 24 states, each of the six diagonal mirrors fixes 4, and the other elements fix none. So $N=(24^2+6\cdot4^2)/48=14$, as before. Twenty elements square to the identity: the identity, the inversion, nine twofold rotations and nine mirrors. The square of any other element is a rotation about a cube axis or a body diagonal, and no state lies along these. So $N_{\rm self}=20\cdot24/48=10$, and there are $(14+10)/2-1=11$ kinds. For the nine combinations of parent and polarization in the numerical output, the double cosets were compared with the orbits of explicit pairs of vectors, and they matched one to one.

\section{Which pairs differ in strain}

A tempting rule is that opposite polarizations have equal strain and all other pairs differ. Its second half holds for generic strain; its first half needs a condition.

The spontaneous strain $e$ of the state $\mathbf P$, measured from the parent lattice, is a symmetric tensor invariant under $H$. The state $g\mathbf P$ has strain $geg^T$. Define
\begin{equation}
K=\{g\in G: gTg^T=T\ \text{for every $H$-invariant symmetric } T\}.
\end{equation}
If $g\in K$, the strains are equal. If $g\notin K$, the invariant tensors that $g$ happens to preserve form a proper subspace of all invariant tensors. Finitely many proper subspaces cannot fill the whole space, so a generic $e$ avoids them all, and then the strains differ. Equality outside $K$ would require a numerical coincidence between strain components. In practice $K$ is found by averaging the six basis tensors over $H$,
\begin{equation}
\bar T=\frac1{|H|}\sum_{h\in H}hTh^T ,
\end{equation}
and keeping the elements that preserve all six averages.

One invariant tensor is always available, namely $\mathbf P\mathbf P^T$. An element $k\in K$ must preserve it, so $(k\mathbf P)(k\mathbf P)^T=\mathbf P\mathbf P^T$ and $k\mathbf P=\pm\mathbf P$. For generic strain, two different states that are not opposite therefore always differ in strain. If $G$ contains the inversion, it produces $-\mathbf P$ and leaves every strain unchanged, so the opposite pair has equal strain.

Without inversion that argument is lost. Take the parent $\bar42m$ with $\mathbf P$ along $z$ and with its mirrors containing the diagonals $x=\pm y$. These mirrors allow a shear $e_{xy}=\beta P_z$. The fourfold rotoinversion sends $(x,y,z)$ to $(y,-x,-z)$ and reverses both $P_z$ and $xy$. The two opposite states thus have opposite shears. With round values $\beta=0.02\ \mathrm{m^2/C}$ and $P_z=0.5\ \mathrm{C/m^2}$, the shears are $\pm1\%$ and the strain difference is $2\%$.

For the cubic example I use electrostriction to second order in polarization,
\begin{equation}
e_{ii}=Q_{11}P_i^2+Q_{12}(P_j^2+P_k^2),\qquad e_{ij}=q_sP_iP_j\quad(i\ne j),
\end{equation}
where $e_{ij}$ is the tensor shear, half the engineering shear. The coefficients are $Q_{11}=0.09$, $Q_{12}=-0.04$ and $q_s=0.03\ \mathrm{m^4/C^2}$. I measure a strain difference by the largest absolute eigenvalue of
\begin{equation}
\Delta=e'-e .
\end{equation}

Two kinds can be done by hand. Put $C=q_sa^2=0.03\cdot0.2^2=0.0012$ and $D=q_sab=0.03\cdot0.2\cdot0.45=0.0027$. For the partner $(-a,-a,b)$ only $e_{xz}$ and $e_{yz}$ change sign, so $\Delta_{xz}=\Delta_{yz}=-2D$ and the eigenvalues are $0,\pm2\sqrt2\,D$, or $0.76\%$. For $(a,-a,b)$ the changes are $\Delta_{xy}=-2C$ and $\Delta_{yz}=-2D$, with eigenvalues $0,\pm2\sqrt{C^2+D^2}$, or $0.59\%$. This is the smallest nonzero difference among the eleven kinds.

\section{Third failure: different strain, but no common plane}

Knowing that strains differ does not settle whether the domains can meet without stress. Across a wall with normal $\mathbf n$ the displacement is continuous, so its gradient can jump only by $\mathbf a\mathbf n^T$ for some vector $\mathbf a$. Rigid rotations of the domains are free, and only the symmetric part is constrained:
\begin{equation}
\Delta=\tfrac12(\mathbf a\mathbf n^T+\mathbf n\mathbf a^T).
\end{equation}
Equivalently, $\mathbf t^T\Delta\mathbf t=0$ for all $\mathbf t$ in the wall plane.

Let $\lambda_1\le\lambda_2\le\lambda_3$ be the eigenvalues of $\Delta$, with unit eigenvectors $\mathbf v_i$. Any plane through the origin meets the plane of $\mathbf v_2,\mathbf v_3$ in at least a line, where the form is at least $\lambda_2$ per unit length squared. It also meets the plane of $\mathbf v_1,\mathbf v_2$, where the form is at most $\lambda_2$. On every plane, therefore, some line has a misfit of at least $|\lambda_2|$.

This bound is attained. The strains $e$ and $e'=geg^T$ have equal traces, so $\Delta$ is traceless and $\lambda_1\le0\le\lambda_3$. Take the plane spanned by $\mathbf v_2$ and
\begin{equation}
\mathbf t\propto\sqrt{|\lambda_3|}\,\mathbf v_1+\sqrt{|\lambda_1|}\,\mathbf v_3 .
\end{equation}
Then $\mathbf t^T\Delta\mathbf t\propto|\lambda_3|\lambda_1+|\lambda_1|\lambda_3=0$ and $\mathbf v_2^T\Delta\mathbf t=0$, which leaves $\lambda_2$ as the largest misfit in the plane. A stress-free wall exists when $\lambda_2=0$. For traceless $\Delta$ this is the same as $\det\Delta=0$, since a vanishing outer eigenvalue would force $\lambda_2=0$ too.

Here the double coset supplies the answer for many pairs at once. If $q$ exchanges the states, then $qeq^T=e'$ and $qe'q^T=e$, so
\begin{equation}
q\Delta q^T=-\Delta\quad\Rightarrow\quad\det\Delta=-\det\Delta=0 .
\end{equation}
Every exchangeable pair has a stress-free wall.

The result survives finite strain. Let $U=1+e$ and $U'=1+e'$ be the stretches. Equal lengths in the wall plane require $\mathbf t^T(U'^2-U^2)\mathbf t=0$; with $\mathbf s=U\mathbf t$ this becomes $\mathbf s^T(M-1)\mathbf s=0$, where $M=U^{-1}U'^2U^{-1}$. By the argument above, a suitable plane exists when the middle eigenvalue of $M$ is 1. Now $M$ has the eigenvalues of $U^{-2}U'^2$. The inverse of that matrix is $U'^{-2}U^2=q(U^{-2}U'^2)q^T$, so the set of eigenvalues equals the set of their reciprocals. Taking reciprocals reverses the order of the three positive numbers, and the middle one must be 1.

For the non-exchangeable pair $(a,a,b)$, $(a,b,-a)$, set $X=(Q_{11}-Q_{12})(b^2-a^2)$, the difference $e_{zz}-e_{xx}$ in the first state. Subtracting the two strains gives
\begin{equation}
\Delta=\begin{pmatrix}0&D-C&-(C+D)\\ D-C&X&-2D\\ -(C+D)&-2D&-X\end{pmatrix}.
\end{equation}
Expanding the determinant,
\begin{align}
\det\Delta&=4D(D^2-C^2)+X\left[(D-C)^2-(D+C)^2\right]\nonumber\\
&=4D(D^2-C^2-CX)\nonumber\\
&=4q_s^2a^3b\,(b^2-a^2)(q_s-Q_{11}+Q_{12}).
\end{align}
The last line uses $D^2-C^2=q_s^2a^2(b^2-a^2)$ and $CX=q_sa^2(Q_{11}-Q_{12})(b^2-a^2)$. In the example the last factor is $0.03-0.13=-0.10$ and $\det\Delta=-2.1\times10^{-7}$. The eigenvalues are $-2.241\%$, $0.043\%$ and $2.198\%$; the middle one is the misfit quoted at the start.

The formula shows where the misfit disappears. It vanishes at $a=0$, $b=0$ and $a=b$, where $\mathbf P$ lies along a cube edge, a face diagonal or a body diagonal. It vanishes for $q_s=0$, when both strains are diagonal and the first row of $\Delta$ is zero. It also vanishes for isotropic electrostriction, $q_s=Q_{11}-Q_{12}$. Then $e$ is $q_s\mathbf P\mathbf P^T$ plus a multiple of the unit matrix that is common to both states, and $\Delta$ vanishes on the direction perpendicular to both polarizations.

The second non-exchangeable kind, at $98.1^\circ$, arises from the first by reversing one polarization. Reversal leaves strain unchanged in this parent, so the misfit is the same.

The converse of the exchange rule is false. For $\mathbf P=(a,0,b)$ and $\mathbf P'=(b,0,-a)$ with $0<a<b$, the requirement $q\mathbf P=\mathbf P'$ fixes how $q$ acts on $x$ and $z$, and gives $q\mathbf P'=-\mathbf P$. The pair is not exchangeable. Yet both strains have the same $yy$ component and no $xy$ or $yz$ shear, so $\Delta$ has a zero row and $\det\Delta=0$. The reason is that $q$ still exchanges the two strains, since $-\mathbf P$ has the same strain as $\mathbf P$. For a non-exchangeable pair the exchange rule alone decides nothing, and $\lambda_2$ must be examined.

\section{The scheme}

\begin{enumerate}
\item Generate $G$ and select $H$, the elements that fix $\mathbf P$.
\item Take an unused $g\in G$, form $HgH$, mark its elements as used, and repeat until $G$ is exhausted.
\item Join each double coset to that of $g^{-1}$ and record whether they coincide. Discard the trivial class.
\item Form $K$. A kind has equal strain if $g\in K$ and, for generic strain, different strain otherwise.
\item If the strains differ and the pair is exchangeable, a stress-free wall exists. If it is not exchangeable, compute $\lambda_2$.
\end{enumerate}
Steps 1 to 4 need no material constants. The last case of step 5 in general does.

\section{Approaching a phase boundary}

Let $\mathbf P$ move towards a direction whose stabilizer $H'$ is larger and contains $H$. Then $HgH\subset H'gH'$, and kinds merge. For $a\to0$ the monoclinic state becomes tetragonal. Of the eleven kinds, six become $90^\circ$ pairs, three become $180^\circ$ pairs, and two end as a single state. For $a\to b$ the state becomes rhombohedral: four kinds go to $70.5^\circ$, four to $109.5^\circ$, two to $180^\circ$, and one ends as a single state.

In this parent, which contains the inversion, a strain difference vanishes at the boundary when the limiting states are equal or opposite, by the result for $K$ applied to $H'$. This was tested on all eleven kinds at $\mathbf P=(10^{-6},10^{-6},0.5)$ and $(0.3,0.3,0.3+10^{-6})\ \mathrm{C/m^2}$: the difference fell below $10^{-5}$ for those kinds and for no others. The two hand results show the rate on the tetragonal side. Both are led by $D=q_sab$ and vanish linearly in $a$. Turning $\mathbf P$ by $10^\circ$ towards $[001]$ at fixed magnitude, from its initial $32^\circ$, lowers the smallest nonzero difference from $0.59\%$ to $0.44\%$. For pairs whose limiting states are equal or opposite, the group-theoretical label stays sharp up to the boundary while the strain difference fades.

\section{Beside a real material}

The polarization and coefficients are rough values in the regime of lead zirconate titanate near its morphotropic boundary, not a fit to one composition. The model treats each domain as uniform, free of stress and free of field; in ceramics and films these conditions are generally not all met.

A field breaks the parent symmetry. If it induces $\delta\mathbf P$ in both members of an opposite pair, the quadratic strain gives a difference linear in $\delta\mathbf P$, because the terms in $\mathbf P\mathbf P$ and $\delta\mathbf P\,\delta\mathbf P$ cancel. With assumed susceptibilities of 500 along $\mathbf P$ and 2000 across it, $10\ \mathrm{kV/cm}$ along $z$ induces $1.0\ \mu\mathrm{C/cm^2}$ and splits the equal-strain pair by $0.16\%$. That is about a quarter of the smallest nonzero difference at zero field, so under such a field ``equal strain'' is an approximation. The estimate applies only while both domains survive: this field is comparable to the coercive field of many lead zirconate titanate ceramics, and the domain opposed to it may switch. Heating that lowers $|\mathbf P|$ by $10\%$, with its direction and the electrostrictive coefficients unchanged, multiplies all strain differences by $0.9^2=0.81$ and changes no class.

For the parameters of the example the unavoidable misfit is small but not negligible. Finite strain leaves it at $0.043\%$. Forcing it to close costs a stress of order $80\ \mathrm{GPa}\times0.00043\approx34\ \mathrm{MPa}$, with a rough modulus and no allowance for plate geometry. These numbers depend strongly on the direction of $\mathbf P$. The determinant contains $a^3$ while the outer eigenvalues stay finite as $a\to0$, so the misfit falls as $a^3$ towards the tetragonal boundary. Turning $\mathbf P$ by $10^\circ$ towards $[001]$ at fixed magnitude lowers it to $0.013\%$ and the stress to about $10\ \mathrm{MPa}$. Such a wall is strained, not forbidden. Whether it forms also depends on wall energy, on bound charge where the normal component of $\mathbf P$ jumps, and on the surrounding domains, none of which the classification contains.

\section*{Computed results}
\begin{verbatim}
N: double cosets, Nself: self-inverse ones (both with the trivial one)
kinds: unordered pair kinds, equal: kinds with equal strain
parent  P (uC/cm2)    states |H| |K|  N Nself kinds equal
m-3m    (0, 0, 50)        6    8  16   3    3     2     1
m-3m    (30, 30, 30)      8    6  12   4    4     3     1
m-3m    (35, 35, 0)      12    4   8   5    5     4     1
m-3m    (20, 20, 45)     24    2   4  14   10    11     1
m-3m    (20, 0, 45)      24    2   4  16   10    12     1
m-3m    (10, 25, 45)     48    1   2  48   20    33     1
-43m    (0, 0, 50)        6    4   4   3    3     2     0
-43m    (30, 30, 30)      4    6   6   2    2     1     0
-42m    (0, 0, 50)        2    4   4   2    2     1     0
-42m pair: angle 180 deg, strain difference 2.00 % (b = 0.02 m2/C)
Example: P = (20, 20, 45) uC/cm2, |P| = 53.2 uC/cm2
Q11, Q12, QS = 0.09, -0.04, 0.03 m4/C2
strain xx, zz, xy, xz = -0.610, 1.502, 0.120, 0.270 %
diff: largest |eigenvalue| of strain difference; misfit: middle one
T, R: angle of the pair at the tetragonal, rhombohedral boundary
partner (uC/cm2) angle/deg partners swap diff/% misfit/% T/deg R/deg
(20, 45, 20)        38.85      2    yes   2.123   0.0000   90.0    0.0
(20, -20, 45)       44.21      2    yes   0.591   0.0000    0.0   70.5
(-20, 45, 20)       60.29      2    yes   2.183   0.0000   90.0   70.5
(-20, -20, 45)      64.30      1    yes   0.764   0.0000    0.0  109.5
(20, 45, -20)       81.86      4    no    2.241   0.0427   90.0   70.5
(-20, 45, -20)      98.14      4    no    2.241   0.0427   90.0  109.5
(20, 20, -45)      115.70      1    yes   0.764   0.0000  180.0   70.5
(20, -45, -20)     119.71      2    yes   2.183   0.0000   90.0  109.5
(20, -20, -45)     135.79      2    yes   0.591   0.0000  180.0  109.5
(-20, -45, -20)    141.15      2    yes   2.123   0.0000   90.0  180.0
(-20, -20, -45)    180.00      1    yes   0.000   0.0000  180.0  180.0
unordered pairs in all: 276
det of strain difference, partner (a,b,-a): -2.106e-07
eigenvalues of that difference: -2.2412, 0.0427, 2.1984 %
Neglected effects:
no-swap pair at 81.86 deg: misfit 0.0427 % linear, 0.0430 % finite
no-swap pair at 98.14 deg: misfit 0.0427 % linear, 0.0430 % finite
stress scale if misfit is closed: 34 MPa (modulus 80 GPa)
field 10 kV/cm along z, susceptibility 500 along P, 2000 across
induced polarization 1.01 uC/cm2
strain splitting of the 180 deg pair: 0.160 %
angle of P from [001]: 32.2 deg
smallest nonzero strain difference: 0.591 %
  with |P| lowered by 10 %: 0.479 %
  with P turned 10 deg towards [001]: 0.436 %
\end{verbatim}
